# Why a Harmonic Glass with Rayleigh Damping Conducts Heat Without Limit

**Q.** Most vibrations in a glass scatter within about a wavelength. If I idealise the glass as infinite, three-dimensional and perfectly harmonic, how can its thermal conductivity diverge?

**A.** Strong scattering makes most modes poor carriers, but it does not obstruct the few good ones. In a harmonic solid the equations of motion are linear with time-independent coefficients, so disorder changes a wave's direction but not its frequency. Each narrow frequency band keeps its own energy, and the bands conduct side by side.

Let \(g(\omega)\,d\omega\) be the number of modes per volume between \(\omega\) and \(\omega+d\omega\), where \(\omega\) is angular frequency. Let \(E(\omega,T)\) be the mean energy of one mode and \(D(\omega)\) the diffusivity of energy in the band. If the temperature varies slowly along \(x\), the band's energy density is \(gE\,d\omega\), and its heat flux is

\[
dJ=-D\frac{\partial}{\partial x}(gE)\,d\omega
=-g\,c\,D\frac{\partial T}{\partial x}\,d\omega,
\qquad c=\frac{\partial E}{\partial T}.
\]

Adding the bands and comparing with \(J=-\kappa\,\partial T/\partial x\) gives

\[
\kappa=\int g(\omega)\,c(\omega,T)\,D(\omega)\,d\omega .
\]

No term is negative. A small high-frequency contribution therefore cannot cancel a divergent low-frequency one. Even setting \(D=0\) for all the strongly scattered modes would leave the divergence in place.

**Q.** There are very few modes near zero frequency. Why don't they drop out?

**A.** We have to compare how fast the modes become rare with how fast their lifetimes grow. I assume a solid that carries sound and give its three polarisations one average speed \(v\). This is a simplification for counting modes: the bulk modulus of an isotropic solid is proportional to \(v_L^2-\tfrac43v_T^2\), so a stable one has a longitudinal speed \(v_L\) larger than the transverse speed \(v_T\). Separate speeds change the prefactors, not the powers of \(\omega\). For one polarisation, the number of wavevectors per volume in a shell is \(4\pi k^2dk/(2\pi)^3\). With \(k=\omega/v\) and three polarisations,

\[
g(\omega)=\frac{3\omega^2}{2\pi^2v^3}.
\]

Next, the diffusivity. Let \(\tau\) be the mean time between scattering events, with exponentially distributed free times \(t_i\) and isotropic new directions. Then \(\langle t_i^2\rangle=2\tau^2\). Displacements in different flights are uncorrelated, so after \(N\) flights \(\langle r^2\rangle=2Nv^2\tau^2\), while the elapsed time is \(N\tau\) on average. Since \(\langle r^2\rangle=6DN\tau\),

\[
D=\frac{v^2\tau}{3}.
\]

Simulated random flights gave \(D/(v^2\tau)=0.333\).

Rayleigh damping means \(1/\tau=B\omega^4\) for the energy of a wave. The modes thin out as \(\omega^2\), but their lifetimes grow as \(\omega^{-4}\). The lifetimes win.

**Q.** Where does the fourth power come from? I don't want the answer to rest on a fitted damping law.

**A.** Weak mass disorder shows it. Give each site a mass \(m(1+\varepsilon_i)\), with \(\langle\varepsilon_i\rangle=0\) and \(\langle\varepsilon_i\varepsilon_j\rangle=s\,\delta_{ij}\). I first take one displacement component per site. Let \(K\) be the spring matrix divided by \(m\), with eigenvalues \(\omega_q^2\). The equation of motion is

\[
(1+\varepsilon)\omega^2u=Ku
\quad\Longrightarrow\quad
(\omega^2-K)u=-\omega^2\varepsilon u .
\]

The response function of the ordered lattice is \(G_0=(\omega^2-K)^{-1}\). With disorder,

\[
G=G_0-G_0\omega^2\varepsilon G_0
+G_0\omega^2\varepsilon G_0\omega^2\varepsilon G_0-\cdots .
\]

The linear term averages to zero. In the quadratic term the average forces both \(\varepsilon\) factors onto the same site. To this order the mean response is \(1/(\omega^2-\omega_q^2-\Sigma)\), with

\[
\Sigma=s\omega^4\,\frac1N\sum_{q'}
\frac{1}{\omega^2-\omega_{q'}^2+i0}.
\]

Let \(\rho(\omega)\) be the density of states per site for this one branch. Because \(\delta(\omega^2-\omega_{q'}^2)=\delta(\omega-\omega_{q'})/(2\omega)\) for positive frequencies,

\[
\operatorname{Im}\Sigma=-\pi s\omega^4\frac{\rho(\omega)}{2\omega}
=-\frac{\pi}{2}s\omega^3\rho(\omega).
\]

The pole lies at \(\omega\simeq\omega_q+\Sigma/(2\omega_q)\). With time dependence \(e^{-i\omega t}\), the amplitude decays at the rate \(-\operatorname{Im}\Sigma/(2\omega)=(\pi/4)s\omega^2\rho\). Energy is quadratic in amplitude, so it decays twice as fast:

\[
\frac1\tau=\frac{\pi}{2}s\,\omega^2\rho(\omega).
\]

For volume \(V_0\) per site, long waves have \(\rho=V_0\omega^2/(2\pi^2v^3)\). Hence

\[
\frac1\tau=\frac{sV_0}{4\pi v^3}\,\omega^4,
\qquad B=\frac{sV_0}{4\pi v^3}.
\]

Two powers of frequency come from the strength of the perturbation and two from the number of final states. With three polarisations of equal speed there are three times as many final states, but the squared overlap of polarisation vectors averages to \(1/3\), so \(B\) is unchanged. The scattering is equally strong into \(q'\) and \(-q'\). The mean outgoing direction is therefore zero, and the decay time is also the transport time at this order.

**Q.** Does a wave in an actual disordered lattice follow this?

**A.** We launched plane waves in a scalar cubic lattice with 40 sites per side and \(s=0.04\), and measured their decay. In units where spacing, mean mass and spring constant are one:

| \(\omega\) | measured \(1/\tau\) | second-order formula |
|---|---|---|
| 0.618 | \((4.74\pm0.12)\times10^{-4}\) | \(4.88\times10^{-4}\) |
| 1.045 | \((4.32\pm0.10)\times10^{-3}\) | \(4.41\times10^{-3}\) |

The measured rates lie 3% and 2% below the formula, which uses the lattice's own density of states; these gaps are comparable to the sampling errors. Terms beyond second order in the disorder also enter at this level: the coherent-potential approximation gives \(4.81\times10^{-4}\) and \(4.19\times10^{-3}\). The measured exponent between the two frequencies is \(4.21\pm0.07\). The formula itself gives \(\ln(4.41/0.488)/\ln(1.045/0.618)\simeq4.19\) and the coherent-potential values give 4.12. An excess over 4 is therefore expected from lattice dispersion, which raises \(\rho\) above its long-wave form.

This checks weak mass disorder, not the atomic structure of a glass. For a real glass I take the \(\omega^4\) law as the premise of your question and treat \(B\) as an input.

**Q.** Now put the pieces together. Where does temperature enter?

**A.** Through \(c\). With \(x=\hbar\omega/(k_BT)\), a mode has energy \(E=\hbar\omega[1/(e^x-1)+1/2]\). Using \(\partial x/\partial T=-x/T\),

\[
c=\hbar\omega\,\frac{x}{T}\frac{e^x}{(e^x-1)^2}
=k_B\frac{x^2e^x}{(e^x-1)^2}
=k_B\left[1-\frac{x^2}{12}+\cdots\right].
\]

At any fixed \(T>0\), sufficiently slow modes have \(x\ll1\) and \(c\simeq k_B\). Their contribution per unit frequency is

\[
gcD\simeq
\frac{3\omega^2}{2\pi^2v^3}\;k_B\;\frac{v^2}{3B\omega^4}
=\frac{k_B}{2\pi^2vB}\,\frac1{\omega^2}.
\]

Let the Rayleigh law hold up to \(\omega_*\), and keep frequencies above a small cut-off \(\omega_c\). Then

\[
\kappa_{\rm wave}\simeq\frac{k_B}{2\pi^2vB}
\left(\frac1{\omega_c}-\frac1{\omega_*}\right)
\longrightarrow\infty\quad(\omega_c\to0).
\]

The leading term does not contain \(T\). Quantum freezing of the faster modes removes a finite amount: near \(\omega=0\) the factor \(1-c/k_B\simeq x^2/12\) cancels the \(1/\omega^2\).

**Q.** Then why specify nonzero temperature? Can't I take \(T\to0\) in that formula?

**A.** Not at fixed \(\omega_c\). Once \(k_BT\ll\hbar\omega_c\), every retained mode is frozen and \(\kappa\to0\). At \(T=0\) itself, \(c=0\) for every \(\omega>0\). If instead \(\omega_c\to0\) is taken first at fixed \(T>0\), the result is infinite. The two limits do not commute.

**Q.** Let me have numbers for something like an oxide film.

**A.** Take rough, round values in the regime of vitreous silica: \(v=4.1\) km/s and 66 atoms/nm³. Let the mean free path shrink to half a wavelength at 1 THz, so \(\omega_*=6.28\times10^{12}\) s⁻¹. Then \(v\tau=\pi v/\omega_*\), or \(\tau=\pi/\omega_*\), and

\[
B=\frac{1}{\tau\omega_*^4}=\frac1{\pi\omega_*^3}
=1.28\times10^{-39}\ {\rm s^3}.
\]

The mean free path is 2.05 nm at 1 THz. At 0.1 THz the Rayleigh value is \(10^4\) times longer, about 20 μm.

Above 1 THz I assign a constant diffusivity of 0.6 mm²/s. The wave formula gives 2.8 mm²/s just below, so the model has a step there; it has no bearing on the divergence. The upper frequency limit, 10.3 THz, is set by the number of atoms. In this Debye count, modes below the crossover are a fraction \((1/10.3)^3\simeq0.09\%\) of the total; real silica has an excess of modes near 1 THz.

For the fast modes, the classical heat capacity \(3nk_B\) is about \(2.7\times10^6\) J/(m³ K). Multiplying by \(0.6\times10^{-6}\) m²/s gives about 1.6 W/(m K). Quantum statistics at 300 K reduce this to 1.44 W/(m K). Real silica has vibrations above 30 THz, many of them frozen at room temperature, so the model's heat capacity of \(2.4\times10^6\) J/(m³ K) exceeds the measured value of about \(1.6\times10^6\) by roughly half.

For the slow modes, \(k_B/(2\pi^2vB)=1.33\times10^{11}\) W/(m K s). Suppose I retain wavelengths up to \(L=1\) μm. Then \(\omega_c=2\pi v/L=2.58\times10^{10}\) s⁻¹, and

\[
\kappa_{\rm wave}=1.33\times10^{11}
\left(\frac1{2.58\times10^{10}}-\frac1{6.28\times10^{12}}\right)
\simeq5.1\ {\rm W/(m\,K)} .
\]

Less than a thousandth of the modes now outweighs all the rest. With this rule the two contributions are equal at \(L=283\) nm.

**Q.** Would I measure 5 W/(m K) on a one-micrometre sample of this harmonic glass?

**A.** No. At the cut-off frequency, 4.1 GHz, the Rayleigh mean free path is about 7 m. A wave would cross a 1 μm sample without scattering. The cut-off rule approximates a calculation that counts the modes of a finite periodic box but gives each mode its infinite-medium diffusivity. Summing over the discrete wavevectors of a cubic box, instead of integrating, gives about 6.8 W/(m K) here, with the same linear growth in \(L\). Neither version describes a sample between heat baths.

For absorbing contacts, a simple estimate adds an escape rate \(v/L\):

\[
\frac1\tau=B\omega^4+\frac vL .
\]

For classical waves,

\[
\kappa_{\rm wave}=\frac{k_B}{2\pi^2v}
\int_0^{\omega_*}\frac{\omega^2\,d\omega}{B\omega^4+v/L}.
\]

First extend the upper limit to infinity and set \(\omega=(v/LB)^{1/4}y\). The numerator contributes \((v/LB)^{3/4}y^2dy\) and the denominator \((v/L)(1+y^4)\), leaving

\[
\frac{k_B}{2\pi^2v}B^{-3/4}\left(\frac Lv\right)^{1/4}I,
\qquad I=\int_0^\infty\frac{y^2\,dy}{1+y^4}.
\]

Replacing \(y\) by \(1/y\) shows that \(I=\int_0^\infty dy/(1+y^4)\) as well. Averaging the two forms and setting \(z=y-1/y\),

\[
I=\frac12\int_0^\infty
\frac{1+y^{-2}}{(y-1/y)^2+2}\,dy
=\frac12\int_{-\infty}^{\infty}\frac{dz}{z^2+2}
=\frac{\pi}{2\sqrt2}.
\]

The part above \(\omega_*\) must be subtracted. There \(v/L\) is small beside \(B\omega^4\) for the lengths used here, so

\[
\kappa_{\rm wave}\simeq
\frac{k_B}{4\sqrt2\,\pi vB^{3/4}}
\left(\frac Lv\right)^{1/4}
-\frac{k_B}{2\pi^2vB\omega_*}.
\]

The conductivity still diverges with length, but as \(L^{1/4}\). At 300 K, in W/(m K):

| \(L\) | mode cut-off | absorbing contacts |
|---|---|---|
| 100 nm | 0.49 | 0.041 |
| 1 μm | 5.1 | 0.089 |
| 1 mm | 5200 | 0.60 |
| 1 m | \(5.2\times10^6\) | 3.5 |

With contacts, the slow waves match the fast modes at about 30 mm. Changing the estimated escape rate by a factor of two changes that length by the same factor, so it is an order of magnitude. Solving the transport equation for a slab with isotropic scattering lowers the contact column by 8–12%, to 0.036, 0.080, 0.55 and 3.2, moves the matching length to about 42 mm and leaves the exponent \(1/4\) unchanged.

An infinite conductivity does not mean an infinite heat current here. At fixed temperature difference, the slow-wave flux through a long sample scales as \(\kappa/L\propto L^{-3/4}\). It falls with length, but more slowly than the \(1/L\) of Fourier's law.

**Q.** Can the same divergence be seen in an infinite system, without choosing a boundary rule?

**A.** Yes, by following the heat-current correlation in time. In this picture each mode's contribution to the current decays as \(e^{-t/\tau}\), and integrating that decay over all time gives the factor \(\tau\) in \(D\). If the integration stops at time \(t\), the classical wave part comes from

\[
C(t)=\frac{k_B}{2\pi^2v}\int_0^\infty
\omega^2e^{-B\omega^4t}\,d\omega
=\frac{k_B}{2\pi^2v}\,
\frac{\Gamma(3/4)}{4(Bt)^{3/4}},
\]

where the substitution is \(z=B\omega^4t\). Since \(\int_0^t t'^{-3/4}dt'=4t^{1/4}\),

\[
\kappa(t)=\frac{k_B\Gamma(3/4)}{2\pi^2vB^{3/4}}\,t^{1/4}.
\]

For the example this is 0.17 W/(m K) after 1 ns and 0.98 W/(m K) after 1 μs. It has no plateau. The upper frequency limit was extended to infinity; restoring it at \(\omega_*\) lowers both values by about 0.02 W/(m K) and leaves the growth law unchanged. Setting \(t\sim L/v\) recovers the length exponent for contacts.

**Q.** My oxide films do have a finite conductivity. Which assumption fails?

**A.** For heat crossing a film between absorbing contacts, the infinite size: the contacts alone keep the wave term finite, as the table shows. In the harmonic model, though, the conductivity would still grow without limit as the film is made thicker. Removing that growth requires damping other than Rayleigh scattering. If the slowest waves are damped as \(\omega^p\), the integrand scales as \(\omega^{2-p}\). Its integral down to zero is finite for \(p<3\), logarithmically divergent for \(p=3\), and divergent as a power for \(p>3\). Rayleigh damping has \(p=4\).

Anharmonic forces let a wave exchange energy with other modes. Model this by adding a rate \(A\omega^2\). For classical modes,

\[
\kappa_{\rm wave}=\frac{k_B}{2\pi^2v}
\int_0^{\omega_*}\frac{d\omega}{A+B\omega^2}
=\frac{k_B}{2\pi^2v\sqrt{AB}}
\arctan\!\left(\omega_*\sqrt{\frac BA}\right).
\]

This is finite for any \(A>0\), and grows without bound as \(A\to0\). I take a rough room-temperature rate of 10 ns⁻¹ at 0.1 THz, where the Rayleigh rate is 0.2 ns⁻¹. Then \(A=2.5\times10^{-14}\) s, and the two rates are equal at 0.71 THz. An infinite sample has \(\kappa_{\rm wave}\simeq0.029\) W/(m K), about 2% of the fast-mode value.

**Q.** At 1 K the anharmonic damping should be weak. Does the divergence return?

**A.** No. Any remaining damping \(A\omega^2\) with \(A>0\) keeps the integral finite, though the result may be large. A glass can also contain two-level systems with a broad distribution of energy splittings, which damp the slow waves further. Their resonant absorption can be modelled by

\[
\frac1{\tau_{\rm TLS}}=\frac{\omega}{2\pi M}
\tanh\frac{\hbar\omega}{2k_BT}
\simeq\frac{\hbar\omega^2}{4\pi Mk_BT}
\quad(\hbar\omega\ll k_BT),
\]

where \(M\) is the mean free path in wavelengths when the tanh is one. The low-frequency power is again two, so the integral converges. With the rough value \(M=150\), adding Rayleigh damping gives a wave conductivity of 0.024 W/(m K) at 1 K in an infinite sample. These absorbers are not part of a harmonic solid.

**Q.** How closely does your example represent a real silica film?

**A.** Its total of about 1.5 W/(m K) at room temperature is of the measured size for vitreous silica, but the fast-mode diffusivity was chosen in that regime and multiplies an overestimated heat capacity, so this is not a prediction. The value of \(B\) corresponds to \(sV_0=4\pi v^3B=1.1\) nm³. At one atom per site this would require \(s\simeq73\), far outside weak mass disorder; \(B\) must therefore stand for stronger, spatially extended disorder. Using separate rough sound speeds of 5.9 and 3.75 km/s with the same \(B\) lowers the wave term by 4–5%. The harmonic assumption matters far more: in an infinite sample, anharmonic damping changes the wave term from infinity to 0.029 W/(m K). For heat crossing a 100 nm film, the boundary rate is 41 ns⁻¹. This exceeds both bulk rates at 0.1 THz, but above 0.20 THz the anharmonic rate is larger. Rayleigh scattering and contacts alone leave 0.041 W/(m K); adding the anharmonic rate lowers this to 0.019 W/(m K), about 1% of the fast-mode contribution. For this model film at room temperature, the strongly scattered modes do set the conductivity, because other processes have already limited the slow waves.

## Computed results

```
LATTICE TEST (spacing, mean mass, spring constant = 1)
sites per side 40, relative mass variance 0.040
w = 0.618: measured energy damping rate 4.738e-04 +- 1.2e-05
  golden rule 4.903e-04, long-wave w^4 law 4.644e-04
w = 1.045: measured energy damping rate 4.316e-03 +- 1.0e-04
  golden rule 4.408e-03, long-wave w^4 law 3.796e-03
measured exponent of damping between them: 4.21
random-flight D/(v^2 tau): 0.3327
GLASS MODEL (rough values, regime of vitreous silica)
sound speed 4.10 km/s; atoms 66 per nm^3
crossover 1.00 THz; Debye limit 10.28 THz
Rayleigh coefficient B = 1.283e-39 s^3
disorder variance times volume 4 pi v^3 B = 1.11 nm^3
mean free path at crossover 2.05 nm
Rayleigh mean free path at 0.1 THz 20.5 um
wave D just below crossover 2.80 mm^2/s
assumed D above crossover 0.60 mm^2/s
fraction of modes below crossover 0.092 percent
kappa of modes above crossover, 300 K: 1.437 W/(m K)
Rayleigh-wave kappa at 300 K, W/(m K):
  L = 0.1 um: mode cut-off 0.4949, absorbing contacts 0.04101
  L = 1.0 um: mode cut-off 5.139, absorbing contacts 0.08926
  L = 1000.0 um: mode cut-off 5161, absorbing contacts 0.5999
  L = 1000000.0 um: mode cut-off 5.161e+06, absorbing contacts 3.471
L where waves match high modes, mode cut-off: 283 nm
L where waves match high modes, contacts: 30.4 mm
mode cut-off, L = 1 mm, T = 300 K: 5160.5 W/(m K)
mode cut-off, L = 1 mm, T = 10 K: 5160.5 W/(m K)
mode cut-off, L = 1 mm, T = 0.1 K: 5155.5 W/(m K)
running kappa of wave tail at 1 ns: 0.1734 W/(m K)
running kappa of wave tail at 1000 ns: 0.9750 W/(m K)
damping w^2: growth for tenfold lower cut-off 1.0000
damping w^2.5: growth for tenfold lower cut-off 1.0001
damping w^3: growth for tenfold lower cut-off 1.1250
damping w^4: growth for tenfold lower cut-off 10.0000
NEGLECTED EFFECTS (rough strengths)
rates at 0.1 THz, 1/ns: Rayleigh 0.200, anharmonic 10.0
boundary rate v/L for 100 nm film: 41.0 1/ns
anharmonic rate equals Rayleigh at 0.71 THz
infinite-sample wave kappa with anharmonic damping, 300 K: 0.0286 W/(m K)
two-level systems: path of 150 wavelengths for unsaturated absorption
infinite-sample wave kappa with two-level systems, 1 K: 0.0239 W/(m K)
speeds 5.90 and 3.75 km/s, same B: wave kappa times 0.961
```
